# Why Outer-Electron Spin-Orbit Coupling Grows Roughly as Z², Not Z⁴: a program that tests the result

```python
"""
Result under test: the spin-orbit constant of an electron with l >= 1,
    zeta = (alpha^2/2) <(1/r) dV/dr>
         ~ alpha^2 Z^2 (dE/dn) / (2 l (l+1/2) (l+1))      [atomic units],
where dE/dn = pi / integral(dr/p) is the semiclassical level spacing at the
energy of the electron and p its radial momentum.
One-electron ions have dE/dn = Z^2/n^3, hence zeta ~ Z^4. Outer electrons of
neutral atoms have dE/dn of valence size, hence roughly zeta ~ Z^2.
Z: nuclear charge; n, l: quantum numbers; nstar = 1/sqrt(-2E): effective
quantum number; alpha: fine-structure constant; c = 1/alpha.
A p level splits by (3/2) zeta. The neutral atom is a fixed model potential.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import jv

ALPHA = constants.fine_structure
C = 1.0 / ALPHA
EV = constants.physical_constants["Hartree energy in eV"][0]
SCREEN_D = 0.8        # bohr, model parameter
SCREEN_POWER = 0.4    # model parameter


def model_potential(r, Z):
    slope = (Z - 1.0) ** SCREEN_POWER
    H = SCREEN_D * slope
    omega = 1.0 / (1.0 + H * np.expm1(r / SCREEN_D))
    return -(1.0 + (Z - 1.0) * omega) / r


def model_gradient(r, Z):
    slope = (Z - 1.0) ** SCREEN_POWER
    H = SCREEN_D * slope
    omega = 1.0 / (1.0 + H * np.expm1(r / SCREEN_D))
    d_omega = -slope * np.exp(r / SCREEN_D) * omega**2
    return (1 + (Z - 1) * omega) / r**2 - (Z - 1) * d_omega / r


def coulomb_potential(r, Z):
    return -Z / r


# Uniform grid in s = sqrt(r); eigenvector squares are probabilities.
N_GRID = 5000
S_MAX = 13.0
STEP = S_MAX / (N_GRID + 1)
S = STEP * np.arange(1, N_GRID + 1)
R = S**2


def radial_levels(potential, Z, count, l=1):
    barrier = ((2 * l + 1) ** 2 - 0.25) / (2 * S**2)
    diagonal = (1 / STEP**2 + barrier) / (4 * S**2) + potential(R, Z)
    off = -1 / (2 * STEP**2) / (4 * S[:-1] * S[1:])
    energy, vectors = eigh_tridiagonal(
        diagonal, off, select="i", select_range=(0, count - 1))
    return energy, vectors**2


def classical_spacing(potential, Z, energy, l=1):
    """pi / integral(dr/p), evaluated in t = ln r between turning points."""
    def g_squared(t):
        r = np.exp(t)
        return 2 * r**2 * (energy - potential(r, Z)) - (l + 0.5) ** 2

    t = np.linspace(np.log(1e-4), np.log(200.0), 4001)
    allowed = np.flatnonzero(g_squared(t) > 0)
    first, last = allowed[0], allowed[-1]
    assert len(allowed) == last - first + 1      # one classical region
    inner = brentq(g_squared, t[first - 1], t[first], xtol=1e-13)
    outer = brentq(g_squared, t[last], t[last + 1], xtol=1e-13)
    points = 2000
    theta = -np.pi / 2 + np.pi * (np.arange(points) + 0.5) / points
    half = (outer - inner) / 2
    t = (outer + inner) / 2 + half * np.sin(theta)
    integrand = np.exp(2 * t) * half * np.cos(theta) / np.sqrt(g_squared(t))
    return np.pi / (integrand.sum() * np.pi / points)


def dirac_level(kappa, potential, Z, low, high, r_end):
    steps = 6000
    x = np.linspace(np.log(1e-6 / Z), np.log(r_end), 2 * steps + 1)
    r = np.exp(x)
    v = potential(r, Z)
    dx = 2 * (x[1] - x[0])
    gamma = np.sqrt(kappa**2 - (Z * ALPHA) ** 2)
    unit = np.eye(2)

    def end_value(energy):
        a = np.empty((len(r), 2, 2))
        a[:, 0, 0] = -kappa
        a[:, 1, 1] = kappa
        a[:, 0, 1] = r * (2 * C + (energy - v) / C)
        a[:, 1, 0] = -r * (energy - v) / C
        first, middle, last = a[:-2:2], a[1::2], a[2::2]
        k2 = middle @ (unit + dx / 2 * first)
        k3 = middle @ (unit + dx / 2 * k2)
        k4 = last @ (unit + dx * k3)
        propagators = unit + dx / 6 * (first + 2 * k2 + 2 * k3 + k4)
        large, small = 1.0, (gamma + kappa) * C / Z
        for (m00, m01), (m10, m11) in propagators.tolist():
            large, small = (m00 * large + m01 * small,
                            m10 * large + m11 * small)
        return large

    return brentq(end_value, low, high, xtol=1e-11, rtol=1e-12)


def exponent(charges, values):
    return np.polyfit(np.log(charges), np.log(values), 1)[0]


def listed(values):
    return ", ".join(f"{value:.3f}" for value in values)


# Angular part: diagonalize L.S for l = 1, spin 1/2.
lz = np.diag([1.0, 0.0, -1.0])
l_up = np.sqrt(2) * np.diag([1.0, 1.0], 1)
sz = np.diag([0.5, -0.5])
s_up = np.array([[0.0, 1.0], [0.0, 0.0]])
ls = np.kron(lz, sz) + 0.5 * (np.kron(l_up, s_up.T)
                              + np.kron(l_up.T, s_up))
ls_values = np.linalg.eigvalsh(ls)
assert np.allclose(ls_values, [-1, -1, 0.5, 0.5, 0.5, 0.5])

# Bessel integral that gives the inner expectation value.
for l in (1, 2, 3):
    nu = 2 * l + 1
    integral = quad(lambda x: jv(nu, x) ** 2 / x**3,
                    1e-8, 200, limit=1000)[0]
    assert abs(integral * 4 * nu * (nu**2 - 1) - 1) < 1e-4

# Hydrogenic ions: diagonalization and period against the exact formulas.
for Z in (13, 81):
    energy, prob = radial_levels(coulomb_potential, Z, 2)
    for index, n in enumerate((2, 3)):
        zeta_num = ALPHA**2 / 2 * Z * np.sum(prob[:, index] / R**3)
        zeta_law = ALPHA**2 * Z**4 / (2 * n**3 * 3)
        exact_energy = -Z**2 / (2 * n**2)
        assert abs(energy[index] / exact_energy - 1) < 5e-3
        assert abs(zeta_num / zeta_law - 1) < 1e-2
        period_value = classical_spacing(coulomb_potential, Z, exact_energy)
        assert abs(period_value / (Z**2 / n**3) - 1) < 1e-3

# Inner amplitude of a high hydrogenic level: A^2 = 2 dE/dn.
Z_test, n_test = 10, 8
_, prob = radial_levels(coulomb_potential, Z_test, n_test - 1)
near = np.argmin(abs(R - 1.0 / Z_test))
u_squared = prob[near, -1] / (2 * S[near] * STEP)
amplitude = u_squared / (R[near] * jv(3, np.sqrt(8 * Z_test * R[near]))**2)
amplitude_ratio = amplitude / (2 * Z_test**2 / n_test**3)
assert abs(amplitude_ratio - 1) < 0.05

# Dirac solver against the exact hydrogenic 2p levels.
Z_test = 49
for kappa in (1, -2):
    guess = -Z_test**2 / 8
    found = dirac_level(kappa, coulomb_potential, Z_test,
                        1.3 * guess, 0.8 * guess, 40 / Z_test)
    gamma = np.sqrt(kappa**2 - (Z_test * ALPHA) ** 2)
    ratio = Z_test * ALPHA / (2 - abs(kappa) + gamma)
    exact = C**2 * (1 / np.sqrt(1 + ratio**2) - 1)
    assert abs(found / exact - 1) < 1e-5

# The analytic gradient of the model potential.
r_test = np.array([0.02, 0.3, 2.0])
delta = 1e-5 * r_test
slope_num = (model_potential(r_test + delta, 81)
             - model_potential(r_test - delta, 81)) / (2 * delta)
assert np.allclose(slope_num, model_gradient(r_test, 81), rtol=1e-6)

# Model neutral atoms.
charges = np.array([13.0, 31.0, 49.0, 81.0])
outer_n = np.array([3, 4, 5, 6])
rows = []
for Z, n in zip(charges, outer_n):
    v = n - 2
    energy, prob = radial_levels(model_potential, Z, v + 4)
    assert energy[-1] < 0
    coupling = ALPHA**2 / 2 * model_gradient(R, Z) / R
    zeta = coupling @ prob
    nstar = 1 / np.sqrt(-2 * energy[v:])
    spacing = classical_spacing(model_potential, Z, energy[v])
    dn_ratio = (-3 * nstar[0] + 4 * nstar[1] - nstar[2]) / 2
    slope_spacing = dn_ratio / nstar[0] ** 3
    law = ALPHA**2 * Z**2 * spacing / 6
    inside = R < 5 / Z
    near_prob = prob[inside, v].sum()
    near_part = (coupling * prob[:, v])[inside].sum() / zeta[v]
    # Excited levels of one atom follow the cube of nstar.
    excited = zeta[v + 2:] * nstar[2:] ** 3
    assert abs(excited[1] / excited[0] - 1) < 0.05
    high_spacing = classical_spacing(model_potential, Z, energy[-1])
    assert abs(high_spacing * nstar[-1] ** 3 - 1) < 0.1
    excited_ratio = excited[1] / (ALPHA**2 * Z**2 / 6)
    e_half = dirac_level(1, model_potential, Z,
                         1.7 * energy[v], 0.7 * energy[v], 30.0)
    e_three = dirac_level(-2, model_potential, Z,
                          1.7 * energy[v], 0.7 * energy[v], 30.0)
    rows.append([energy[v], nstar[0], spacing, slope_spacing,
                 1.5 * zeta[v], 1.5 * law, 1.5 * zeta[0], near_prob,
                 near_part, e_three - e_half, excited_ratio])

(e_outer, n_eff, spacing, slope_spacing, split, split_law, split_2p,
 near_prob, near_part, split_dirac, excited_ratio) = np.array(rows).T

p_outer = exponent(charges, split)
p_reduced = exponent(charges, split / spacing)
p_inner = exponent(charges, split_2p)
p_inner_first = exponent(charges[:2], split_2p[:2])
p_inner_last = exponent(charges[2:], split_2p[2:])
p_near = exponent(charges, near_prob / spacing)
p_dirac = exponent(charges, split_dirac)
naive = 1.5 * ALPHA**2 * charges**4 / (6 * outer_n**3)
law_ratio = split / split_law
slope_ratio = law_ratio * spacing / slope_spacing

assert abs(p_outer - 2) < 0.8
assert abs(p_reduced - 2) < 0.4
assert 3.8 < p_inner < 5.2
assert abs(p_inner_last - 4) < abs(p_inner_first - 4)
assert abs(p_near + 2) < 0.5
assert np.all(near_part > 0.8)
assert np.all(abs(law_ratio - 1) < 0.35)
assert np.all((excited_ratio > 0.5) & (excited_ratio < 2.0))
assert abs(split_dirac[0] / split[0] - 1) < 0.05
assert 1.1 < split_dirac[-1] / split[-1] < 2.0
assert p_dirac < 3.0

print(f"Fine-structure constant: {ALPHA:.7f}")
print(f"Hartree energy: {EV:.5f} eV")
print(f"Screening length d: {SCREEN_D} bohr; power: {SCREEN_POWER}")
print(f"L.S eigenvalues, p shell: {ls_values[-1]:.2f}, {ls_values[0]:.2f}")
print(f"Hydrogen amplitude check, A^2/(2 dE/dn): {amplitude_ratio:.4f}")
for i, Z in enumerate(charges):
    print(f"Z = {Z:.0f}, outer level {outer_n[i]}p")
    print(f"  energy: {e_outer[i] * EV:.3f} eV; nstar: {n_eff[i]:.3f}")
    print(f"  dE/dn from period: {spacing[i] * EV:.3f} eV; "
          f"from nstar slope: {slope_spacing[i] * EV:.3f} eV")
    print(f"  outer splitting, first order: {split[i] * EV:.5f} eV")
    print(f"  outer splitting, derived law: {split_law[i] * EV:.5f} eV")
    print(f"  outer splitting, Dirac: {split_dirac[i] * EV:.5f} eV")
    print(f"  naive hydrogenic value: {naive[i] * EV:.4f} eV")
    print(f"  2p splitting, first order: {split_2p[i] * EV:.4f} eV")
    print(f"  probability inside 5/Z bohr: {near_prob[i]:.3e}")
    print(f"  share of zeta from inside 5/Z: {near_part[i]:.3f}")
print(f"First order/law, period spacing: {listed(law_ratio)}")
print(f"First order/law, nstar-slope spacing: {listed(slope_ratio)}")
print(f"Excited level, zeta/(simple formula): {listed(excited_ratio)}")
print(f"Exponent, outer splitting: {p_outer:.2f}")
print(f"Exponent, outer splitting/(dE/dn): {p_reduced:.2f}")
print(f"Exponent, outer splitting, Dirac: {p_dirac:.2f}")
print(f"Exponent, 2p splitting, all Z: {p_inner:.2f}")
print(f"Exponent, 2p, Z 13 to 31: {p_inner_first:.2f}")
print(f"Exponent, 2p, Z 49 to 81: {p_inner_last:.2f}")
print(f"Exponent, inner probability/(dE/dn): {p_near:.2f}")
growth = charges[-1] / charges[0]
print(f"Z 13 to 81: Z^2 factor {growth**2:.1f}, Z^4 factor {growth**4:.0f}")
print(f"Outer splitting factor, first order: {split[-1] / split[0]:.1f}")
print(f"Outer splitting factor, Dirac: {split_dirac[-1]/split_dirac[0]:.1f}")
print("success")
```

It prints:

```
Fine-structure constant: 0.0072974
Hartree energy: 27.21139 eV
Screening length d: 0.8 bohr; power: 0.4
L.S eigenvalues, p shell: 0.50, -1.00
Hydrogen amplitude check, A^2/(2 dE/dn): 0.9879
Z = 13, outer level 3p
  energy: -5.248 eV; nstar: 1.610
  dE/dn from period: 9.143 eV; from nstar slope: 7.367 eV
  outer splitting, first order: 0.02003 eV
  outer splitting, derived law: 0.02057 eV
  outer splitting, Dirac: 0.02025 eV
  naive hydrogenic value: 0.3832 eV
  2p splitting, first order: 0.5622 eV
  probability inside 5/Z bohr: 1.021e-02
  share of zeta from inside 5/Z: 0.952
Z = 31, outer level 4p
  energy: -8.788 eV; nstar: 1.244
  dE/dn from period: 24.565 eV; from nstar slope: 19.623 eV
  outer splitting, first order: 0.30094 eV
  outer splitting, derived law: 0.31428 eV
  outer splitting, Dirac: 0.32130 eV
  naive hydrogenic value: 5.2274 eV
  2p splitting, first order: 28.6293 eV
  probability inside 5/Z bohr: 3.554e-03
  share of zeta from inside 5/Z: 0.965
Z = 49, outer level 5p
  energy: -5.739 eV; nstar: 1.540
  dE/dn from period: 12.467 eV; from nstar slope: 9.268 eV
  outer splitting, first order: 0.41471 eV
  outer splitting, derived law: 0.39851 eV
  outer splitting, Dirac: 0.50044 eV
  naive hydrogenic value: 16.7069 eV
  2p splitting, first order: 203.7011 eV
  probability inside 5/Z bohr: 6.854e-04
  share of zeta from inside 5/Z: 0.965
Z = 81, outer level 6p
  energy: -7.732 eV; nstar: 1.326
  dE/dn from period: 20.902 eV; from nstar slope: 16.414 eV
  outer splitting, first order: 1.82771 eV
  outer splitting, derived law: 1.82565 eV
  outer splitting, Dirac: 3.07504 eV
  naive hydrogenic value: 72.1951 eV
  2p splitting, first order: 1671.4740 eV
  probability inside 5/Z bohr: 3.611e-04
  share of zeta from inside 5/Z: 0.965
First order/law, period spacing: 0.974, 0.958, 1.041, 1.001
First order/law, nstar-slope spacing: 1.209, 1.199, 1.400, 1.275
Excited level, zeta/(simple formula): 0.946, 0.945, 1.039, 0.985
Exponent, outer splitting: 2.38
Exponent, outer splitting/(dE/dn): 2.03
Exponent, outer splitting, Dirac: 2.64
Exponent, 2p splitting, all Z: 4.38
Exponent, 2p, Z 13 to 31: 4.52
Exponent, 2p, Z 49 to 81: 4.19
Exponent, inner probability/(dE/dn): -2.27
Z 13 to 81: Z^2 factor 38.8, Z^4 factor 1507
Outer splitting factor, first order: 91.2
Outer splitting factor, Dirac: 151.8
success
```
